# Density and magnetisation in a Kramers doublet, and the Hohenberg-Kohn map, part 2

A molecule with an odd number $N$ of electrons and no magnetic field has a ground level that is exactly twofold. It is spanned by $\psi$ and its time-reversed partner $T\psi$, with projector $P$. The problem is what the density $n$ and the magnetisation $\mathbf m$ determine about the ground state and the potential.

Even and odd refer to the sign of an operator under time reversal $T$. With Pauli matrices $\tau_a$ in the basis $(\psi,T\psi)$, even Hermitian operators act in the doublet as multiples of $P$, odd ones as combinations of the $\tau_a$. The operators are

$$\hat n(\mathbf r)=\sum_i\delta(\mathbf r-\mathbf r_i),\qquad \hat m_i(\mathbf r)=\sum_k\sigma_i^{(k)}\delta(\mathbf r-\mathbf r_k).$$

A pure state has a unit Bloch vector $\mathbf u$, with $+z$ for $\psi$ and $-z$ for $T\psi$; a mixed state has a vector $\mathbf w$ with $|\mathbf w|\le1$. With $X_i=\langle\psi|\hat m_i|T\psi\rangle$,

$$P\hat n(\mathbf r)P=n(\mathbf r)P,\qquad m_i(\mathbf r)=\sum_aM_{ia}(\mathbf r)u_a,\qquad G_{ab}=\int\sum_iM_{ia}M_{ib}\,d^3r,$$

$$M_{ix}=\mathrm{Re}X_i,\quad M_{iy}=-\mathrm{Im}X_i,\quad M_{iz}=\langle\psi|\hat m_i|\psi\rangle .$$

All states share $n$. They all differ in $\mathbf m$ if and only if $G$ is positive definite.

The first model has three electrons on four sites, where integrals become sums over sites:

$$H=\sum_{(i,j)}\left[-t\,c_i^\dagger e^{i\vartheta\,\mathbf e_{ij}\cdot\boldsymbol\sigma}c_j+\text{h.c.}\right]+U\sum_in_{i\uparrow}n_{i\downarrow}+\sum_iv_in_i .$$

Here $c_i$ is the two-component annihilation operator of site $i$. The ordered bonds and their spin axes $\mathbf e_{ij}$ are $(1,2)$: $z$; $(2,3)$: $x$; $(3,4)$: $y$; $(4,1)$: $x$; $(1,3)$: $z$. The parameters are $t=1$ eV, $U=4$ eV, $\vartheta=0.5$ rad and $v=(-0.6,\,0.2,\,0.5,\,-0.1)$ eV. The ground doublet lies at $-3.952$ eV, with site densities 0.828, 0.736, 0.585 and 0.851 electrons. Its $\psi$ diagonalises the total $\sigma_z$ within the doublet, with its phase making the total $\sigma_x$ element between $\psi$ and $T\psi$ positive.

### A doublet that the magnetisation can't resolve

The condition on $G$ can fail. Suppose that the Hamiltonian conserves $S_z$, in units of $\hbar$, and that the ground pair has $S_z=\pm\tfrac32$. A one-body operator moves one electron and changes $S_z$ by at most 1. A two-body operator changes it by at most 2. Connecting the partners takes a change of 3, so every one- and two-body operator has a vanishing element between them.

For the magnetisation this means $X_i=\langle\psi|\hat m_i|T\psi\rangle=0$, so the $x$ and $y$ columns of $M$ vanish. The operators $\hat m_x$ and $\hat m_y$ change $S_z$ by one, so their diagonal elements vanish too. What remains is

$$\mathbf m_{\mathbf u}(\mathbf r)=u_z\,m_z(\mathbf r)\,\hat{\mathbf z},\qquad \int m_z\,d^3r=2\cdot\tfrac32=3 .$$

$G$ has rank one. All states with the same $u_z$ have the same magnetisation. On the equator, $\Psi_\phi=(\psi+e^{i\phi}T\psi)/\sqrt2$, it is zero everywhere, though these are different states for different $\phi$.

The value of a three-body operator can depend on $\phi$. Take $A=\tfrac12(S_+^3+S_-^3)$. Time reversal maps $S_+$ to $-S_-$, so $A$ is odd. Acting on $T\psi$, which has $S_z=-\tfrac32$, only $S_+^3$ can lead back to $\psi$. Hence

$$\langle\Psi_\phi|A|\Psi_\phi\rangle=\mathrm{Re}\left(e^{i\phi}Y\right),\qquad Y=\tfrac12\langle\psi|S_+^3|T\psi\rangle .$$

The diagonal elements of $A$ are zero because $S_\pm^3$ changes $S_z$. Since $\mathrm{Re}(e^{i\phi}Y)$ is a cosine of $\phi$, two different equatorial states can share one value of $A$. The operator $(S_+^3-S_-^3)/(2i)$ has the value $\mathrm{Im}(e^{i\phi}Y)$, the matching sine. If $Y\neq0$, the two values together tell all equatorial states apart.

A ring realises the exception. It has three electrons, the four bonds $(1,2),(2,3),(3,4),(4,1)$, all spin axes along $z$, $\vartheta=0.2$ rad, $t=1$ eV, $U=20$ eV and the same site potentials. An easy-axis term $-DS_z^2$ with $D=1$ eV is added. It is even under time reversal, and its strength is chosen to favour the $\pm\tfrac32$ pair; without it this pair is not the ground level. The model is an idealisation, because it conserves $S_z$ exactly. Tilting one spin axis away from $z$, or adding a rhombic term proportional to $S_x^2-S_y^2$, makes the two zero eigenvalues of $G$ small but positive. Spin-orbit coupling in a real molecule does not conserve $S_z$, so there the counterpart of the exception is typically a nearly singular $G$ rather than a singular one.

The ground doublet lies at $-4.291$ eV, with $S_z=\pm\tfrac32$, and the next level is 1.652 eV higher. The eigenvalues of $G$ are 0, 0 and 2.288. In the state $\psi$ all spins are up, so $m_z$ equals the density on each site, and the non-zero eigenvalue is the sum of the squared densities:

$$0.872^2+0.723^2+0.607^2+0.798^2=2.29 .$$

The largest magnetisation on the sampled equatorial states was $10^{-15}$. The one- and two-body elements between the partners were equally small.

The three-body element is $|\langle\psi|S_+^3|T\psi\rangle|=5.981$, so $|Y|=2.991$. Along the equator the value of $A$ is $-2.465$ at $\phi=0$ and $1.693$ at $90^\circ$. At $60^\circ$ the formula predicts $\tfrac12(-2.4654)+0.8660(1.6928)=0.233$, which is the value found directly. Where the zero of $\phi$ lies depends on the phase chosen for $\psi$ and has no physical meaning.

### What the Hamiltonian must look like

For the density map, write

$$H[v]=F+\sum_{i=1}^Nv(\mathbf r_i).$$

$F$ contains the kinetic energy, the repulsion and a spin-orbit term. It is even under time reversal and stays the same when $v$ is varied. This last condition is a real restriction. A spin-orbit term built from $\nabla v$ would change along with $v$, and its expectation value isn't fixed by $n$. The proof below would then miss a term. A spin-orbit field held fixed is allowed.

All potentials considered have a ground state, and a ground level consisting of one Kramers pair. One more assumption is needed: the ground states must not vanish on a region of positive volume in the space of $(\mathbf r_1,\dots,\mathbf r_N)$, where "vanish" means that all spin components are zero.

### The density fixes the potential and the plane

Let $v$ and $v'$ have ground energies $E$ and $E'$, projectors $P$ and $P'$, and the same ground density $n$. Take any normalised $\psi$ in the first plane and $\psi'$ in the second. The variational principle gives

$$E\le\langle\psi'|H[v]|\psi'\rangle=E'+\int(v-v')\,n\,d^3r,$$

$$E'\le\langle\psi|H[v']|\psi\rangle=E+\int(v'-v)\,n\,d^3r .$$

Added together, these read $E+E'\le E+E'$. Neither inequality can be strict, since the sum would then be strict. So $\psi'$ has the energy $E$ in $H[v]$ and is a ground state of $H[v]$. This holds for every $\psi'$ in the second plane. Both planes are two-dimensional, so they coincide: $P'=P$.

Subtracting the two eigenvalue equations for $\psi'$ leaves

$$\Big[\sum_{i=1}^Nw(\mathbf r_i)-c\Big]\psi'=0,\qquad w=v-v',\quad c=E-E' .$$

Since $\psi'$ doesn't vanish on a region of positive volume, the bracket is zero almost everywhere. Hold $\mathbf r_2,\dots,\mathbf r_N$ fixed and vary $\mathbf r_1$: then $w(\mathbf r_1)$ is constant. The potentials differ by the constant $c/N$.

No ground state was singled out in this proof. Any member of either plane may be inserted, because all members have the density $n$.

On a lattice, the non-vanishing assumption becomes a rank condition. Each occupied configuration with site occupations $N_i$ supplies an equation $\sum_iN_iw_i=c$. For four sites there are five unknowns, $w_1,\dots,w_4$ and $c$. A constant shift always solves the equations, so it is the only solution if their rank is 4. This was tested and found true for the ground states of both models. In the ring each configuration leaves one site empty, so $\sum_iw_i-w_j=c$ for every $j$, which makes all $w_j$ equal.

### The map in its corrected form

For an odd electron number and the class of potentials just described, the relations are

$$v\ \text{up to a constant}\ \longleftrightarrow\ n\ \longleftrightarrow\ P .$$

The double arrows hold within the set of densities that come from such potentials. The density determines the ground plane, or equivalently the mixed state $P/2$ that weights both partners equally. It doesn't determine a vector in the plane.

What this means for an observable depends on its sign under time reversal. An observable without a definite sign is the sum of an even and an odd part, and each part follows its own rule.

- An even observable satisfies $PAP=aP$, so its ground-state value $a$ is a functional of $n$.
- An odd observable satisfies $PAP=\sum_aa_a\tau_a$, so its value is $\mathbf a\cdot\mathbf u$. It ranges over $[-|\mathbf a|,|\mathbf a|]$ within the doublet. Unless $\mathbf a=0$, it isn't a functional of $n$.

In the mixed state $P/2$ every odd observable averages to zero. A theory based on $n$ alone can therefore supply $|\mathbf a|$, the largest value of an odd observable in the doublet, because $P$ is known. It can't supply the value in one particular state.

If $G$ is positive definite, adding $\mathbf m$ repairs this. The density gives $P$ and, once a basis is chosen, $M$. Multiplying $\mathbf m=M\mathbf u$ by $M^{\mathsf T}$ and integrating gives $G\mathbf u$, so

$$u_a=\sum_b(G^{-1})_{ab}\int\sum_iM_{ib}(\mathbf r)\,m_i(\mathbf r)\,d^3r .$$

The pair $(n,\mathbf m)$ then determines the ground state up to a phase. In the ring with $S_z=\pm\tfrac32$ it does not: the pair $(n,0)$ belongs to the whole equator.

### The universal functional

Define the functional as a minimum over all normalised states with density $n$:

$$F[n]=\min_{\Psi\to n}\langle\Psi|F|\Psi\rangle .$$

Let $n$ be the ground density of $v$. Any $\Psi$ with this density obeys $\langle\Psi|F|\Psi\rangle=\langle\Psi|H[v]|\Psi\rangle-\int vn\,d^3r\ge E[v]-\int vn\,d^3r$. Equality holds exactly when $\Psi$ is a ground state. Therefore

$$F[n]=E[v]-\int v\,n\,d^3r,$$

and the minimisers are all pure states of the doublet, a full Bloch sphere. The functional has a single value although its minimiser is not unique.

For the first model, the potential energy on sites 1 to 4 is

$$\sum_iv_in_i=-0.4969+0.1471+0.2924-0.0851=-0.1425\ \text{eV},$$

so $F[n]=-3.9515+0.1425=-3.8090$ eV. The direct expectation value of $F$ in $T\psi$ agrees.

The magnetisation can be included as a second constraint. Let $F[n,\mathbf m]$ be the minimum of $\langle F\rangle$ over states with both given functions. The extra constraint can't lower the minimum, so $F[n,\mathbf m]\ge F[n]$, with equality if and only if $\mathbf m=M\mathbf u$ for some unit vector $\mathbf u$. At zero field the functional is thus flat over the magnetisations of the doublet. If mixed states are admitted, the flat set also includes $M\mathbf w$ with $|\mathbf w|\le1$.

### Recovering the potential from the density

The variational principle also gives a way to invert the map. For any trial potential $v'$ and any ground state $\psi$ of $v$,

$$E[v']\le\langle\psi|F|\psi\rangle+\int v'n\,d^3r,\qquad\text{so}\qquad E[v']-\int v'n\,d^3r\le F[n].$$

Equality means that $\psi$ is also a ground state of $v'$, and the earlier argument then makes $v'-v$ constant. So $v$ is found by maximising the left side.

For the first model this was done from the four site densities and the known operator $F$, starting at $v'=0$. With the mean value set to zero, the result was $(-0.600,\,0.200,\,0.500,\,-0.100)$ eV, the potential that had produced the density.

A related inequality compares two potentials that differ by more than a constant. A ground state of one can't then be a ground state of the other, so both variational inequalities are strict. With the densities $n$ and $n'$ they read $E<E'+\int(v-v')n'\,d^3r$ and $E'<E+\int(v'-v)n\,d^3r$. Their sum is

$$\int(v-v')(n-n')\,d^3r<0 .$$

On average, density moves to where the potential is lowered. The inequality held for all 30 random pairs of potentials tried on the four sites.

### A smooth response to a potential, a cusp for a field

Degeneracy makes a ground energy non-differentiable when a perturbation splits the level in first order. A change of potential can't do so here. Replace $v$ by $v+\lambda w$. To first order in $\lambda$, the perturbation acts in the doublet as

$$\lambda P\int w\,\hat n\,d^3r\,P=\lambda\Big(\int w\,n\,d^3r\Big)P .$$

Both states shift equally, for either sign of $\lambda$. Hence $dE/d\lambda=\int wn\,d^3r$ at $\lambda=0$, and the density is the derivative of the energy with respect to the potential. Finite differences of the energy reproduced the four site densities.

A magnetic field acting on the spins is an odd perturbation. Let $\mathbf B(\mathbf r)$ denote $\mu_B$ times the field, so that it is an energy, and add $\lambda\int\mathbf B\cdot\hat{\mathbf m}\,d^3r$. In the doublet this becomes

$$\lambda\sum_ab_a\tau_a,\qquad b_a=\int\sum_iB_i(\mathbf r)M_{ia}(\mathbf r)\,d^3r,$$

with eigenvalues $\pm\lambda|\mathbf b|$. The lower level is

$$E(\lambda)=E_0-|\lambda||\mathbf b|+O(\lambda^2).$$

If $\mathbf b\ne0$ there is a cusp at zero field. For $\lambda>0$ the field selects the state $\mathbf u=-\mathbf b/|\mathbf b|$; for $\lambda<0$ it selects the time-reversed partner. The two slopes of the energy at zero field thus belong to two ground states with opposite magnetisations.

The splitting $2|\lambda||\mathbf b|$ has no correction of second order. The second-order operator in the doublet contains the odd perturbation twice and the even Hamiltonian in between. It is even and Hermitian, hence a multiple of $P$, and shifts both levels together.

For a number, apply 0.1 meV along $x$ on site 1 of the first model. Then $b_a$, per unit field, is the $x$ row of $M$ on that site. Diagonalisation with the field gives a splitting of 0.01484 meV, so

$$|\mathbf b|=\frac{0.01484}{2\times0.1}=0.0742 .$$

The magnetisations at zero field supply the components. On site 1, $m_x$ is $-0.0376$ for $\mathbf u=+x$ and $0.0618$ for $\mathbf u=+z$. The selected Bloch vector should therefore have

$$u_x=\frac{0.0376}{0.0742}=0.507,\qquad u_z=-\frac{0.0618}{0.0742}=-0.833,$$

and the full vector $-\mathbf b/|\mathbf b|$, computed from $M$, is $(0.507,\,-0.222,\,-0.833)$. As an independent test, the site magnetisations of the lower state found by diagonalisation in the field agreed with $M\mathbf u$ for this vector to within $10^{-4}$. A free spin 1/2 held on that site would split by 0.2 meV. The doublet splits by the fraction 0.0742 of this, because $m_x$ on site 1 equals $\mathbf b\cdot\mathbf u$, so $|\mathbf b|=0.0742$ is the largest value any state of the doublet has there, against 1 for the free spin.

The ring with $S_z=\pm\tfrac32$ behaves differently. A field in the $xy$ plane has $\mathbf b=0$ however it varies in space, because the corresponding elements of $M$ vanish. To first order it neither splits the doublet nor selects a state. A splitting can first appear in third order, because connecting the partners takes three changes of $S_z$ by one. The same matrix $M$ thus decides whether the magnetisation can identify a state and whether a weak field acting on the spins alone splits the doublet in first order. A real magnetic field also couples to the orbital current. That is another odd operator, not contained in $M$, and with spin-orbit coupling it can split the doublet in first order by an amount comparable to the spin term. The computed values behind both models are listed in the numerical output.

## Calculated quantities

```
MAIN MODEL: 3 electrons, 4 sites, 5 bonds, hopping t = 1 eV
spin rotation parameter on each bond:   0.50000 rad
on-site repulsion U:   4.00000 eV
site potentials v:  -0.60000   0.20000   0.50000  -0.10000 eV
four lowest energies:  -3.95152  -3.95152  -2.74598  -2.74598 eV
density on sites 1-4, every state:   0.82814   0.73555   0.58489   0.85142 electrons
largest density change over 30 random states: 4e-16 electrons
m (x,y,z), Bloch vector +z, site 1:   0.06181   0.09922  -0.12308
m (x,y,z), Bloch vector +z, site 2:   0.06874  -0.06296   0.39904
m (x,y,z), Bloch vector +z, site 3:   0.04754   0.06063  -0.06429
m (x,y,z), Bloch vector +z, site 4:   0.05279   0.01017   0.62365
m (x,y,z), Bloch vector -z, site 1:  -0.06181  -0.09922   0.12308
m (x,y,z), Bloch vector -z, site 2:  -0.06874   0.06296  -0.39904
m (x,y,z), Bloch vector -z, site 3:  -0.04754  -0.06063   0.06429
m (x,y,z), Bloch vector -z, site 4:  -0.05279  -0.01017  -0.62365
m (x,y,z), Bloch vector +x, site 1:  -0.03764   0.07302   0.04760
m (x,y,z), Bloch vector +x, site 2:   0.36867   0.12923  -0.04984
m (x,y,z), Bloch vector +x, site 3:  -0.04082   0.02807   0.05769
m (x,y,z), Bloch vector +x, site 4:   0.60123  -0.08415  -0.05546
eigenvalues of Gram matrix G:   0.51336   0.60066   0.60362
double occupancy, every state:   0.20767
potential recovered from density:  -0.60000   0.20000   0.50000  -0.10000 eV
universal functional F[n]:  -3.80905 eV
max |<x|n|Tx>|, random x, N=3: 6e-17; N=2: 0.2071
no spin-orbit: s on sites 1-4:  -0.10582   0.52409  -0.03543   0.61716
independent electrons: n_open on sites 1-4:   0.09888   0.30671   0.11327   0.48114 electrons
local field along x on site 1:   0.10000 meV
splitting from diagonalisation:   0.01484 meV
splitting from 2|b|:   0.01484 meV
Bloch vector selected by the field:   0.50713  -0.22183  -0.83283
EXCEPTION: 4-site ring, 3 electrons, t = 1 eV, same v
spin rotation parameter about z:   0.20000 rad
repulsion U and anisotropy D:  20.00000   1.00000 eV
three lowest energies:  -4.29129  -4.29129  -2.63937 eV
Sz of the first partner:   1.50000 hbar
density on sites 1-4:   0.87209   0.72305   0.60721   0.79764 electrons
eigenvalues of Gram matrix G:   0.00000   0.00000   2.28829
largest |m| on the equator: 1e-15
largest one-, two-body link of partners: 1e-15, 1e-15
three-body link |<psi|S+^3|T psi>|:   5.98119 hbar^3
three-body value at phi = 0, 60, 90, 180 deg:  -2.46541   0.23327   1.69276   2.46541 hbar^3
```
